# Lucky-electron mean free path from a silicon ionisation slope

**Question**

I have an ionisation coefficient for electrons in silicon that follows

$$\alpha(F)=A\,e^{-b/F},\qquad b=1.23\times10^{6}\ \text{V/cm},$$

where $F$ is the magnitude of the electric field. The exercise says: "Assume a threshold energy of 1.8 eV and infer the mean free path in the lucky-electron picture."

I understand that an electron has to gain the threshold energy before it can create an electron–hole pair. I don't see how a slope in V/cm turns into a length, or why the prefactor $A$ may be ignored. If an electron collides, it can surely try again, so shouldn't the retries change the exponent? And is the result really the distance between phonon collisions in silicon, or just a fitting number?

**Answer**

The slope gives a length because the exponent compares two distances: the distance an electron needs to reach threshold, and the mean distance between collisions. The retries can be summed in closed form. They set the prefactor and leave the low-field exponent alone. Whether the length is a phonon mean free path is a separate matter, and there the picture is much weaker.

**The model**

Take a uniform field and let $z$ point along the electron's drift, which is opposite to the field. With $q>0$ the elementary charge, the force along $z$ is $+qF$. The lucky-electron model used here assumes the following.

- An electron starts from rest.
- The collision probability per unit path length is $1/\lambda$, independent of energy and field.
- Each collision removes all the energy gained, so the electron starts again from rest.
- An electron that reaches kinetic energy $E_{\rm th}$ ionises at once, and then also starts again from rest.

The coefficient $\alpha$ is the number of ionising events per unit distance drifted by one electron. The newly created carriers are not followed; they matter for the total current multiplication, but not for this definition.

**One attempt**

Between collisions the electron moves along $z$ and gains energy $qFz$. It reaches threshold after the distance

$$d=\frac{E_{\rm th}}{qF}.$$

Let $P(s)$ be the probability of travelling a distance $s$ without a collision. In the next short interval $ds$ a fraction $ds/\lambda$ of the survivors collides, so

$$\frac{dP}{ds}=-\frac{P}{\lambda},\qquad P(0)=1\quad\Rightarrow\quad P(s)=e^{-s/\lambda}.$$

The probability that one attempt succeeds is therefore

$$P(d)=e^{-d/\lambda}=\exp\!\left(-\frac{E_{\rm th}}{qF\lambda}\right).$$

This already has the form $e^{-b/F}$. To be sure that $\alpha$ has the same exponent, we must count how many attempts fit into a unit length.

**Adding the retries**

Let $T$ be the mean distance from a start at rest to the next ionisation. There are two possibilities. The first collision may occur between $s$ and $s+ds$, with $s<d$; its probability is $e^{-s/\lambda}ds/\lambda$. The electron has then used the distance $s$ and still needs $T$ on average, because it is back at rest. Or there is no collision before $d$, and the distance used is $d$. Hence

$$T=\int_0^d (s+T)\,e^{-s/\lambda}\,\frac{ds}{\lambda}+d\,e^{-d/\lambda}.$$

The two integrals needed are

$$\int_0^d e^{-s/\lambda}\frac{ds}{\lambda}=1-e^{-d/\lambda}$$

and, by parts,

$$\int_0^d s\,e^{-s/\lambda}\frac{ds}{\lambda}
=\Big[-s\,e^{-s/\lambda}\Big]_0^d+\int_0^d e^{-s/\lambda}ds
=-d\,e^{-d/\lambda}+\lambda\left(1-e^{-d/\lambda}\right).$$

On insertion the terms $\pm d\,e^{-d/\lambda}$ cancel:

$$T=\lambda\left(1-e^{-d/\lambda}\right)+T\left(1-e^{-d/\lambda}\right).$$

Moving the last term to the left leaves $T\,e^{-d/\lambda}=\lambda(1-e^{-d/\lambda})$. Multiplication by $e^{d/\lambda}$ gives

$$T=\lambda\left(e^{d/\lambda}-1\right),\qquad
\boxed{\alpha=\frac1T=\frac{1}{\lambda\left[\exp\!\left(\dfrac{E_{\rm th}}{qF\lambda}\right)-1\right]}}$$

The inverse of $T$ is the event rate per unit length because every ionisation returns the electron to the same starting state.

There are two limits.

*Low field,* $qF\lambda\ll E_{\rm th}$. The exponential is large, the 1 can be dropped, and

$$\alpha\simeq\frac1\lambda\,e^{-b/F},\qquad b=\frac{E_{\rm th}}{q\lambda}.$$

Most attempts end in a collision after a distance of about $\lambda$. There are thus about $1/\lambda$ attempts per unit length, and this is the prefactor. It does not depend on the field.

*High field,* $qF\lambda\gg E_{\rm th}$. Now $e^{d/\lambda}-1\simeq d/\lambda$, so $\alpha\simeq1/d=qF/E_{\rm th}$. Nearly every attempt succeeds, and all the work done by the field goes into ionisation. Since $e^x-1\ge x$, the model never exceeds this energy limit.

**What the slope measures**

Write $u=1/F$ and keep $\lambda$ and $E_{\rm th}$ fixed. With $b=E_{\rm th}/(q\lambda)$,

$$\ln\alpha=-\ln\lambda-\ln\!\left(e^{bu}-1\right),$$

$$-\frac{d\ln\alpha}{du}=\frac{b\,e^{bu}}{e^{bu}-1}=\frac{b}{1-e^{-b/F}}.$$

A constant prefactor disappears on differentiation, which is why $A$ is not needed. The remaining correction to $b$ is exponentially small at low field. To leading order, then,

$$\lambda=\frac{E_{\rm th}}{q\,b}.$$

**The number**

An energy of 1.8 eV divided by $q$ is 1.8 V. Therefore

$$\lambda=\frac{1.8\ \text{V}}{1.23\times10^{6}\ \text{V/cm}}
=1.46\times10^{-6}\ \text{cm}=14.6\ \text{nm},$$

or about 15 nm, given that the threshold has two digits.

To see whether the low-field form is justified, take $F=3\times10^5$ V/cm:

- The threshold distance is $d=1.8\ \text{V}/(3\times10^5\ \text{V/cm})=60$ nm.
- The energy gained over one mean free path is $qF\lambda=0.44$ eV, well below 1.8 eV.
- The exponent is $d/\lambda=b/F=4.1$, and an attempt succeeds with probability $e^{-4.1}=0.0166$.

The full formula gives $\alpha=1.152\times10^4$ cm$^{-1}$, and the simple exponential gives $1.132\times10^4$ cm$^{-1}$, lower by 1.7% of the full value. The local slope of the full formula is $1.251\times10^6$ V/cm, also 1.7% above $b$. If one instead requires a straight-line fit of the full $\ln\alpha$ against $1/F$, with points equally spaced in $1/F$ from 2 to $4\times10^5$ V/cm, to have the given slope, the mean path becomes 14.8 nm. The retries thus hardly affect the answer.

The retry sum can be tested without the equation for $T$, by following electrons through random collisions and counting ionisations per distance. With a full reset at each collision, this simulation gives $\alpha\lambda=0.1564$ at $d/\lambda=2$ and $0.01684$ at $d/\lambda=4.1$. The formula gives 0.1565 and 0.01685.

**When the prefactor does matter**

You may ignore the value of a constant $A$, but not a field dependence of the prefactor. Suppose one reasons that there are $1/d$ attempts per unit length, each with success probability $e^{-d/\lambda}$. This gives

$$\alpha_2=\frac{qF}{E_{\rm th}}\exp\!\left(-\frac{E_{\rm th}}{qF\lambda}\right).$$

The exponent is the same, but now

$$\ln\alpha_2=-\ln u-\ln\frac{E_{\rm th}}{q}-\frac{E_{\rm th}}{q\lambda}u,
\qquad
-\frac{d\ln\alpha_2}{du}=\frac1u+\frac{E_{\rm th}}{q\lambda}=F+\frac{E_{\rm th}}{q\lambda}.$$

Part of the measured slope now comes from the prefactor, and less is left for $E_{\rm th}/(q\lambda)$. The same fit over 2 to $4\times10^5$ V/cm then gives $\lambda=18.8$ nm. The middle of the range in $1/F$ corresponds to $F=2.67\times10^5$ V/cm, and the local formula there gives nearly the same value:

$$\lambda\approx\frac{1.8\ \text{V}}{(12.3-2.67)\times10^5\ \text{V/cm}}=18.7\ \text{nm}.$$

For the assumptions listed above, $\alpha_2$ miscounts the attempts. A failed attempt ends before $d$. The mean length of an attempt, successful or not, is the sum of the two contributions found earlier,

$$\left[-d\,e^{-d/\lambda}+\lambda\left(1-e^{-d/\lambda}\right)\right]+d\,e^{-d/\lambda}=\lambda\left(1-e^{-d/\lambda}\right).$$

Dividing the success probability by this length returns the boxed result. The 15 nm therefore belongs to the constant-prefactor version of the model, and a quoted lucky-electron path should come with its prefactor law.

**The assumed threshold and the size of $A$**

At fixed $b$, the inferred path is proportional to $E_{\rm th}$. A threshold equal to the band gap, about 1.1 eV, would give about 9 nm, and one and a half gaps, about 1.7 eV, would give about 14 nm. The slope fixes the ratio $E_{\rm th}/\lambda$ and cannot separate the two quantities.

The prefactor supplies a second condition, since the model predicts $A=1/\lambda=6.8\times10^5$ cm$^{-1}$. The measured prefactor for electrons in silicon is roughly $7\times10^5$ cm$^{-1}$. Combining $A=1/\lambda$ with $b=E_{\rm th}/(q\lambda)$ gives $E_{\rm th}=qb/A\approx1.8$ eV, so the assumed threshold is the one that makes this model fit both parameters. That is a statement about consistency. It does not show that the assumptions are right, and one of them is plainly doubtful.

**Is it the phonon mean free path?**

The doubtful assumption is the full reset. A high-energy phonon in silicon takes roughly 0.063 eV, while the electron gains 0.44 eV per mean free path in our example. A phonon collision can turn the electron around, but it leaves most of the energy in place. The electron can reach threshold over several flights, without one long lucky flight.

To size this effect, replace the reset by isotropic scattering with a loss of $E_{\rm ph}=0.063$ eV per collision. Keep the constant $\lambda$ and the sharp threshold at 1.8 eV, use a parabolic isotropic band, and switch off scattering below $E_{\rm ph}$, where no phonon can be emitted. This model has no simple closed form, but it can be simulated. At $F=3\times10^5$ V/cm and the same $\lambda=14.6$ nm, its $\alpha$ is nearly 8 times the lucky-electron value (7.7 to 7.8, within the sampling noise of the simulation).

The energy budget shows what this means. The field does work $qF=3\times10^5$ eV per cm. Ionisation uses $\alpha E_{\rm th}$, which in the reset model is

$$1.152\times10^4\times1.8=2.1\times10^4\ \text{eV/cm},$$

or 7% of the work. With phonon scattering the share is nearly 8 times larger, a little over half. At this $\lambda$, single-phonon collisions cannot take up as much of the work as full resets do. A shorter $\lambda$ means more collisions per centimetre and can bring the ionisation share back to 7%. The budget therefore does not rule out phonon collisions; it shows that they need a different $\lambda$.

We can now ask which $\lambda$ the phonon model needs. Define

$$x=\frac{E_{\rm th}}{qF\lambda}=\frac d\lambda,\qquad y(x)=\alpha\lambda.$$

With $E_{\rm ph}/E_{\rm th}$ fixed, $y$ depends on $x$ alone: measuring lengths in $\lambda$ and energies in $qF\lambda$ leaves no other parameter, and the mass changes the time scale but not the paths. At fixed $\lambda$, $x$ is proportional to $u=1/F$, so $dx/du=x/u$. The slope condition becomes

$$-\frac{d\ln\alpha}{du}=-\frac xu\frac{d\ln y}{dx}=b
\quad\Rightarrow\quad
-x\,\frac{d\ln y}{dx}=\frac bF=4.1 .$$

The simulation gives $y(5)=0.0782$ and $y(7)=0.0197$. A central difference at $x=6$ yields

$$-6\times\frac{\ln 0.0197-\ln 0.0782}{2}\approx4.1,$$

so $x\approx6$ and $\lambda=d/x\approx60/6=10$ nm. A smooth fit through all the simulated points also gives 10.0 nm.

The size of $\alpha$ provides another condition. With the rough prefactor, the target is $7\times10^5\,e^{-4.1}=1.16\times10^4$ cm$^{-1}$. Since $\lambda=d/x$, we have $\alpha=y/\lambda=xy/d$, and we need

$$x\,y(x)=\alpha d=1.16\times10^4\ \text{cm}^{-1}\times6\times10^{-6}\ \text{cm}=0.070 .$$

At $x=8$ the simulation gives $y=0.00865$ and $xy=0.069$, so $\lambda\approx60/8=7.5$ nm.

The two values disagree. With $\lambda=10$ nm the phonon model has the right slope at this field, but its $\alpha$ is about $4\times10^4$ cm$^{-1}$, roughly 3.5 times the target. This simple phonon model, with a sharp 1.8 eV threshold, does not describe both data. A gradual onset of ionisation, the real band structure and an energy-dependent scattering rate are all missing from it. Nothing calculated here shows how much of the mismatch each of them explains.

**Beside real silicon**

Fields of a few times $10^5$ V/cm are typical of avalanche regions in silicon junctions, so the example lies in the relevant range. Mean free paths used for hot electrons in silicon are, roughly, several nanometres up to about ten, which puts 15 nm on the long side. One assumption that real devices clearly break is the complete loss of energy at each collision; replacing it moves the value inferred at $3\times10^5$ V/cm to 10 or 7.5 nm, depending on whether slope or size is matched. These lengths also change with the field at which the match is made: from 2 to $4\times10^5$ V/cm the first falls from about 12 to 9 nm and the second from about 9 to 6.5 nm, so no single $\lambda$ in the simple phonon model fits the whole range. Real junctions also have non-uniform fields. A local $\alpha(F)$ needs a field that changes little over the 60 nm threshold distance, and a high-field region many times longer than that. In a region that drops less than 1.8 V, an electron entering at rest cannot ionise in this model, however large the peak field.

Two other effects are smaller at $3\times10^5$ V/cm. At 300 K the phonon occupation is $N=0.096$. With emission and absorption weighted as $N+1$ and $N$, the mean loss per collision is

$$E_{\rm ph}\frac{(N+1)-N}{(N+1)+N}=\frac{0.063\ \text{eV}}{1+2N}=0.053\ \text{eV}.$$

Using this reduced loss in the phonon model, with $\lambda$ held at 14.6 nm, raises $\alpha$ by about 11%. This is the effect on the energy loss alone. If 14.6 nm is instead taken as the low-temperature path, the additional emission and absorption events also shorten it by the factor $1+2N=1.19$. The two changes together then lower $\alpha$ by about 11%, so the shorter path outweighs the smaller loss.

The other effect is tunnelling across the gap, which would create carriers without any ionising collision. For a triangular barrier of height $E_g\approx1.1$ eV and a rough tunnelling mass $m$ of 0.2 electron masses, the WKB exponent is

$$\frac{2}{\hbar}\int_0^{E_g/(qF)}\!\sqrt{2m(E_g-qFz)}\,dz
=\frac{4\sqrt{2m}\,E_g^{3/2}}{3\hbar qF}\approx120 .$$

The triangular barrier overstates the exponent, because inside a gap the decay constant vanishes at both band edges. A two-band form, with $E_g-qFz$ under the root replaced by $qFz\,(E_g-qFz)/E_g$, multiplies the exponent by $3\pi/16$ and gives about 70, or about 35 if the mass were four times smaller. Tunnelling is negligible at this field in each case. The exponent falls as $1/F$, so the conclusion should not be carried over to much stronger fields.

So the answer to the exercise is $\lambda\approx15$ nm, as the length that reproduces the given slope when the threshold is 1.8 eV and every collision resets the electron. To call it the distance between phonon collisions, you would need the reset assumption to hold for phonons, and the energies above show that it does not. The remaining simulated points are in the numerical output below.

## Values computed for the example and the checks

```
Given exponential slope b: 1.23e+06 V/cm
Assumed threshold: 1.8 eV
Reference field: 3e+05 V/cm
Fit window, lowest field: 2e+05 V/cm
Fit window, highest field: 4e+05 V/cm
Mean free path Eth/(q b): 14.63 nm
Mean free path Eth/(q b): 1.463e-06 cm
Threshold distance at reference field: 60 nm
Energy gained per mean free path: 0.439 eV
Ratio b/F: 4.1
Collision-free probability: 0.01657
Renewal alpha: 1.152e+04 1/cm
Simple exponential alpha: 1.132e+04 1/cm
Predicted prefactor 1/lam: 6.833e+05 1/cm
Rough measured prefactor, input: 7e+05 1/cm
Local slope, renewal law: 1.251e+06 V/cm
Local slope, field-proportional prefactor: 1.53e+06 V/cm
Mean path, renewal law fitted in window: 14.83 nm
Mean path, field-proportional prefactor: 18.81 nm
Mean path for threshold 1.12 eV: 9.106 nm
Mean path for threshold 1.68 eV: 13.66 nm
Reset simulation, alpha*lam at x=2: 0.1564
Renewal formula, alpha*lam at x=2: 0.1565
Reset simulation, alpha*lam at b/F: 0.01684
Renewal formula, alpha*lam at b/F: 0.01685
Rough phonon energy, input: 0.063 eV
Phonon model x=2: alpha*lam=4.236e-01, events=333282
Phonon model x=3: alpha*lam=2.368e-01, events=155687
Phonon model x=4: alpha*lam=1.379e-01, events=77991
Phonon model x=5: alpha*lam=7.819e-02, events=39535
Phonon model x=6: alpha*lam=4.153e-02, events=19426
Phonon model x=7: alpha*lam=1.972e-02, events=8671
Phonon model x=8: alpha*lam=8.649e-03, events=3670
Phonon model x=9: alpha*lam=3.587e-03, events=1493
Phonon model x=10: alpha*lam=1.383e-03, events=567
Phonon/lucky alpha ratio at same lam: 7.74
Phonon-model lam from slope: 9.99 nm
Its statistical error: 0.048 nm
Phonon-model alpha at that lam: 4.01e+04 1/cm
Rough target alpha: 1.16e+04 1/cm
Phonon-model lam from rough magnitude: 7.48 nm
Its statistical error: 0.014 nm
Temperature: 300 K
Phonon occupation: 0.0958
Mean net loss per collision: 0.0529 eV
Alpha ratio, reduced loss/full loss: 1.11
Rough tunnelling mass, input: 0.2 electron masses
Rough band gap, input: 1.12 eV
WKB tunnelling exponent: 121
```
